# Nuclear-spin-conserving tunneling fields of the terbium double-decker ground doublet

## Question

In a terbium double-decker molecule, a Tb\(^{3+}\) ion sits between two flat organic ligands. Its electronic ground multiplet has \(L=S=3\), \(J=6\), and its nucleus has spin \(I=3/2\). The ligand field leaves the doublet \(m_J=\pm6\) lowest. With a field \(B\) along the molecular axis \(z\), take

\[
H=H_{\rm lig}+g_J\mu_B BJ_z+A\,\mathbf J\cdot\mathbf I+P\left[I_z^2-\tfrac13I(I+1)\right]-g_N\mu_N BI_z .
\]

Atomic units are used in the algebra, so \(\hbar=1\) and \(\mu_B=1/2\). Write \(|m_J,m\rangle\) for a state with nuclear projection \(m\). Rough typical parameters are \(A=2.15\) μeV and \(P=1.20\) μeV. The ligand field is a simplified model,

\[
H_{\rm lig}=B_{20}(3J_z^2-42)+B_{40}(35J_z^4-1235J_z^2+5040)+\tfrac12B_{44}(J_+^4+J_-^4),
\]

with \(B_{20}=-5.0\times10^{-4}\), \(B_{40}=-3.4\times10^{-6}\) and \(B_{44}=1.5\times10^{-7}\) eV.

**(a)** Find \(g_J\). Keeping the ground doublet alone, calculate the fields at which \(|{+6},m\rangle\) and \(|{-6},m\rangle\) cross.

**(b)** Does the axial quadrupole term move these fields? Where does \(P\) show itself? Compare crossings at which \(m\) changes.

**(c)** Which crossings does \(H_{\rm lig}\) turn into avoided crossings, and how large is the gap?

**(d)** Include the transverse hyperfine coupling to \(m_J=\pm5\). How far does it shift the fields, and does \(P\) now matter?

**(e)** Add a rhombic term \(P(\eta/3)(I_x^2-I_y^2)\). Find the new fields for \(6A>P\), neglecting the nuclear Zeeman term, and evaluate the shift for \(\eta=0.1\).

**(f)** Discuss field misalignment, neighbouring molecules and a temperature of 0.1 K.

## Model answers

### (a) The four fields

The Zeeman energy of the electrons is \(\mu_BB(L_z+2S_z)\), with the spin \(g\) factor set to 2. Within one \(J\) multiplet, the vector operator \(\mathbf L+2\mathbf S\) is proportional to \(\mathbf J\), and the constant of proportionality is \(g_J\). The state with \(m_J=6\) is the product of \(m_L=3\) and \(m_S=3\), so

\[
6g_J=3+2\times3=9,\qquad g_J=\tfrac32 .
\]

The hyperfine operator is

\[
A\,\mathbf J\cdot\mathbf I=AJ_zI_z+\tfrac A2(J_+I_-+J_-I_+).
\]

The last bracket changes \(m_J\) by one. It therefore has no matrix element within the pair \(m_J=\pm6\), and only \(AJ_zI_z\) survives in the doublet. The fourfold term in \(H_{\rm lig}\) changes \(m_J\) by four and also drops out at this stage. With \(I(I+1)/3=5/4\), and energies measured from the ligand-field energy of the doublet,

\[
E_{\pm}(m)=\pm6(g_J\mu_BB+Am)+P\left(m^2-\tfrac54\right)-g_N\mu_NBm .
\]

Setting \(E_+(m)=E_-(m)\) gives \(12(g_J\mu_BB+Am)=0\), hence

\[
B_m=-\frac{Am}{g_J\mu_B}=-\frac{2Am}{g_J},\qquad m=\pm\tfrac12,\pm\tfrac32 .
\]

The second form uses \(\mu_B=1/2\). The nucleus acts on the electrons as an extra axial field \(Am/(g_J\mu_B)\), and the two electronic orientations are degenerate when the applied field cancels it. Neighbouring values of \(m\) differ by one, so the spacing is \(A/(g_J\mu_B)\).

Numerically, \(g_J\mu_B=1.5\times57.884=86.83\) μeV/T, and

\[
\frac{A}{g_J\mu_B}=\frac{2.15}{86.83}\ {\rm T}=24.76\ {\rm mT}.
\]

In atomic units the spacing is \(1.0535\times10^{-7}\), which gives the same value when multiplied by the field unit \(2.3505\times10^5\) T. The crossings lie at

- \(m=+3/2\): \(-37.14\) mT
- \(m=+1/2\): \(-12.38\) mT
- \(m=-1/2\): \(+12.38\) mT
- \(m=-3/2\): \(+37.14\) mT

Reversing the sign of \(A\) exchanges the labels \(m\) and \(-m\) but leaves the set of fields unchanged. For \(A\to0\), all four merge at zero field.

### (b) What the quadrupole term does

The term \(P(m^2-5/4)\) does not depend on the electronic orientation. It cancels from \(E_+(m)-E_-(m)\), whatever the value of \(P\). The nuclear Zeeman term cancels for the same reason. Within the doublet, the four fields are therefore independent of both terms.

The cancellation does not require the electric field gradient to come from the ligands alone. The 4f charge contributes an axial term proportional to \([3J_z^2-J(J+1)](I_z^2-5/4)\), and \(J_z^2=36\) in both states of the doublet.

What moves is the energy at which the levels cross. Apart from the small nuclear Zeeman energy, this is \(P(m^2-5/4)\), which equals \(+P=+1.20\) μeV for \(m=\pm3/2\) and \(-P=-1.20\) μeV for \(m=\pm1/2\). On a plot of energy against field, the crossing points slide vertically.

\(P\) also appears in the nuclear transition energies at fixed \(m_J=+6\). Again without the nuclear Zeeman term,

\[
E_+(m+1)-E_+(m)=6A+P[(m+1)^2-m^2]=6A+P(2m+1).
\]

For \(m=-3/2,-1/2,1/2\) these are \(6A-2P\), \(6A\) and \(6A+2P\), or 10.50, 12.90 and 15.30 μeV. The unequal spacings reveal \(P\); the four crossing fields do not.

Now let the nuclear projection change. Equating \(E_+(m)\) and \(E_-(m')\) gives

\[
12g_J\mu_BB+6A(m+m')+P(m^2-m'^2)-g_N\mu_NB(m-m')=0 .
\]

Since \(m^2-m'^2=(m+m')(m-m')\),

\[
B_{mm'}=-\frac{(m+m')[6A+P(m-m')]}{12g_J\mu_B-g_N\mu_N(m-m')} .
\]

There are sixteen pairs \((m,m')\). Four have \(m'=m\) and do not feel \(P\). Four have \(m'=-m\) and cross at \(B=0\), as time reversal requires. The other eight have \(|m|\ne|m'|\) and depend on \(P\).

Diagonalizing the full Hamiltonian in all \(13\times4=52\) states, with \(g_N=1.34\), shows the contrast. Changing \(P\) from zero to 1.20 μeV, with everything else fixed, moves the crossing \(m=3/2,\ m'=1/2\) from \(-24.764\) to \(-27.068\) mT. The conserving crossing \(m=3/2\) is at \(-37.144165\) mT in both cases.

### (c) Which crossings open

Define \(M=m_J+m\). The operator \(\mathbf J\cdot\mathbf I\) conserves \(M\), as do the axial Zeeman and quadrupole terms. The fourfold ligand-field term changes \(M\) by \(\pm4\). Hence \(M\) is conserved modulo 4.

The states \(|{+6},m\rangle\) and \(|{-6},m'\rangle\) differ in \(M\) by \(12+m-m'\). They can mix only if \(m-m'\) is a multiple of 4. Because \(|m-m'|\le3\), this means \(m=m'\). In this model the four nuclear-spin-conserving crossings can open, and the other twelve remain true crossings.

To find the gap, leave out the transverse hyperfine coupling, so that \(m\) is fixed. At \(B=B_m\) the factor \(g_J\mu_BB+Am\) multiplying \(J_z\) vanishes. The states \(m_J\) and \(-m_J\) are then degenerate before the fourfold term acts, and that term links \(6\leftrightarrow2\leftrightarrow-2\leftrightarrow-6\). Repeated use of \(J_+|m_J\rangle=\sqrt{42-m_J(m_J+1)}\,|m_J+1\rangle\) gives

\[
V_1=\langle6|H_{\rm lig}|2\rangle=\tfrac12B_{44}\sqrt{36\cdot30\cdot22\cdot12}=40.05\ \text{μeV},
\]

\[
V_2=\langle2|H_{\rm lig}|{-2}\rangle=\tfrac12B_{44}\sqrt{40\cdot42\cdot42\cdot40}=126.0\ \text{μeV}.
\]

In the combinations \((|6\rangle\pm|{-6}\rangle)/\sqrt2\) and \((|2\rangle\pm|{-2}\rangle)/\sqrt2\), the four-state problem splits into two \(2\times2\) problems. Each has diagonal energies \(E_6\) and \(E_2\pm V_2\), and coupling \(V_1\). With \(W=E_2-E_6\) and \(V_1\ll W\), the lower energies are

\[
\varepsilon_\pm\simeq E_6-\frac{V_1^2}{W\pm V_2} .
\]

Their difference is the tunnel gap,

\[
\Delta_T=V_1^2\left[\frac1{W-V_2}-\frac1{W+V_2}\right]
=\frac{2V_1^2V_2}{W^2-V_2^2}\simeq\frac{2V_1^2V_2}{W^2} .
\]

The diagonal part of \(H_{\rm lig}\) gives \(E_6=-53.20\) and \(E_2=12.76\) meV, so \(W=65.95\) meV (from unrounded energies) and

\[
\Delta_T=\frac{2(40.05\times10^{-6})^2(126.0\times10^{-6})}{(65.95\times10^{-3})^2}\ {\rm eV}
=9.29\times10^{-11}\ {\rm eV}.
\]

The 52-state calculation gives the same value to these digits for \(m=3/2\). Away from the centre, the unperturbed levels separate at the rate \(12g_J\mu_B\). The field scale of the avoided crossing is thus \(\Delta_T/(12g_J\mu_B)=0.089\) μT, far smaller than the spacing of the four fields. The gap varies as \(B_{44}^3\), so its value here illustrates the chosen ligand field and does not predict the gap of a particular molecule.

### (d) Transverse hyperfine coupling

The operator \((A/2)J_-I_+\) connects \(|{+6},m\rangle\) to \(|{+5},m+1\rangle\). Its electronic factor is \(\sqrt{12}\), so the squared matrix element is

\[
\frac{A^2}{4}\,12\left[\tfrac{15}4-m(m+1)\right]=3A^2\left(\tfrac{15}4-m^2-m\right).
\]

Likewise, \((A/2)J_+I_-\) connects \(|{-6},m\rangle\) to \(|{-5},m-1\rangle\), with squared element \(3A^2(\frac{15}4-m^2+m)\). Let \(D=E_5-E_6=50.16\) meV. Second-order perturbation theory lowers each level by its squared element divided by \(D\), which changes the difference \(E_+-E_-\) by

\[
-\frac{3A^2}{D}\left[\left(\tfrac{15}4-m^2-m\right)-\left(\tfrac{15}4-m^2+m\right)\right]=+\frac{6A^2m}{D} .
\]

The crossing condition becomes \(12(g_J\mu_BB+Am)+6A^2m/D=0\), and

\[
B=-\frac{Am}{g_J\mu_B}\left(1+\frac A{2D}\right).
\]

The relative correction is \(2.15\times10^{-6}/(2\times0.05016)=2.1\times10^{-5}\). For \(m=3/2\) the shift is \(-0.80\) μT, and for \(m=1/2\) it is \(-0.27\) μT. These shifts exceed the 0.089 μT width of the avoided crossing but are negligible beside the spacing.

The quadrupole term enters through the energy denominators, because the intermediate states have a different \(m\). The denominators are \(D+P(2m+1)\) for \(m_J=+6\) and \(D+P(1-2m)\) for \(m_J=-6\). At \(B_m\), the axial hyperfine and electronic Zeeman energies add the same amount, \(5A\), to both; this is negligible beside \(D\). Expanding to first order in \(P/D\), the \(P\)-dependent part of \(E_+-E_-\) is

\[
\frac{3A^2P}{D^2}\left[\left(\tfrac{15}4-m^2-m\right)(2m+1)-\left(\tfrac{15}4-m^2+m\right)(1-2m)\right].
\]

Write \(a=\frac{15}4-m^2\). The bracket is

\[
(2am+a-2m^2-m)-(a-2am+m-2m^2)=4am-2m=m(13-4m^2).
\]

Dividing by \(-12g_J\mu_B\) gives the displacement of the crossing,

\[
\delta B=-\frac{A^2P\,m(13-4m^2)}{4g_J\mu_BD^2} .
\]

The factor \(m(13-4m^2)\) equals 6 for both \(m=1/2\) and \(m=3/2\). In each case \(\delta B=-0.038\) nT, with the opposite sign for negative \(m\). The independence from \(P\) is exact in the isolated doublet. For the Hamiltonian used here, in which \(P\) acts on the nucleus alone, the full multiplet breaks it at this level, about 0.04% of the avoided-crossing width.

In a real ion, the part of the quadrupole coupling that comes from the 4f charge also has transverse terms, which this Hamiltonian omits. They reach \(m_J=\pm5\) directly and interfere with the transverse hyperfine coupling, so they shift the fields at order \(AP/(g_J\mu_BD)\). If all of \(P\) came from the 4f charge, the shift would be about 0.3 μT towards zero field. That is some three avoided-crossing widths, but still negligible beside the spacing.

### (e) A rhombic quadrupole term

Since \(I_x^2-I_y^2=\frac12(I_+^2+I_-^2)\), the added term couples \(m=3/2\) to \(-1/2\), and \(m=1/2\) to \(-3/2\). In both cases the matrix element of \(I_+^2\) is \(2\sqrt3\), so the coupling is

\[
V=\frac{P\eta}{6}\,2\sqrt3=\frac{P\eta}{\sqrt3} .
\]

Consider the pair \(\{3/2,-1/2\}\), leaving the electronic Zeeman energy \(\pm6g_J\mu_BB\) aside. For \(m_J=+6\) the diagonal energies are \(9A+P\) and \(-3A-P\). Their mean is \(3A\) and half their difference is \(6A+P\). For \(m_J=-6\) they are \(-9A+P\) and \(3A-P\), with mean \(-3A\). Because \(6A>P\), the state that is mainly \(m=3/2\) is now the lower one. Its energies are

\[
e_+=3A+\sqrt{(6A+P)^2+V^2},\qquad
e_-=-3A-\sqrt{(6A-P)^2+V^2}.
\]

Let \(S\) be the sum of the two square roots. The crossing condition \(12g_J\mu_BB+e_+-e_-=0\) gives the field for \(m=3/2\). The other member of the pair has \(e_+-e_-=6A-S\), and time reversal supplies the opposite values of \(m\):

\[
B_{\pm3/2}=\mp\frac{S+6A}{12g_J\mu_B},\qquad
B_{\pm1/2}=\mp\frac{S-6A}{12g_J\mu_B} .
\]

For \(\eta=0\), \(S=12A\) and the fields of part (a) return. For small \(V\), expanding the roots gives

\[
S-12A\simeq\frac{V^2}{2}\left[\frac1{6A+P}+\frac1{6A-P}\right]=\frac{6AV^2}{36A^2-P^2} .
\]

With \(\eta=0.1\), \(V=0.0693\) μeV and \(S-12A=3.75\times10^{-4}\) μeV. Division by \(12g_J\mu_B=1042\) μeV/T gives a shift of 0.36 μT away from zero field, equal for all four crossings. The word "axial" is therefore a real condition: a rhombic term moves the fields, though here by only about four times the avoided-crossing width found in part (c). It also changes \(M\) by two, so the selection rule of part (c) no longer forbids mixing with \(m-m'=\pm2\). A rhombic environment would normally add a twofold term to the ligand field as well. That term, left out here, changes the tunnel gap, and with it the avoided-crossing width, by an amount that depends strongly on its size and orientation. For a term \(\tfrac12B_{22}(J_+^2+J_-^2)\) with \(B_{22}=0.1|B_{20}|\), the gap falls to about 0.3 of its value, and it almost vanishes near \(0.12|B_{20}|\). With the twofold axes rotated by \(45^\circ\) about \(z\), the gap instead grows by factors of about 1.9, 16 and 100 for \(B_{22}=0.1\), 0.3 and \(0.5|B_{20}|\).

### (f) Alignment, neighbours and temperature

If the field is tilted by \(\theta\), only \(B\cos\theta\) enters the electronic Zeeman energy within the doublet, because \(J_x\) has no matrix element between or within \(m_J=\pm6\). The required field grows as \(1/\cos\theta\). At \(5^\circ\) the outer crossings move from 37.14 to 37.29 mT in magnitude, a far larger change than those of parts (d) and (e).

The parameters are of the size appropriate to the terbium bis-phthalocyanine double-decker, but the ligand field is simplified. Mixing with the excited multiplets, which have \(J\le5\), is left out; it can change ligand-field energies such as \(D\) noticeably. Using the free-electron spin \(g\) factor at fixed \(A\) changes the spacing only from 24.76 to 24.74 mT. The value \(g_J=3/2\) also assumes pure \(LS\) coupling; departures from it in the real ion, not modelled here, rescale the spacing as well. Real samples can break the assumption of an isolated molecule much more strongly. A neighbour with moment \(6g_J\mu_B=9\mu_B\), treated as a point dipole on the axis, produces \(\mu_0(9\mu_B)/(2\pi r^3)\). This is 16.7 mT at 10 Å, comparable with the spacing, and 0.62 mT at 30 Å. Resolving the four fields calls for well-separated molecules or a local field that is uniform and known. An unpaired electron on the ligands, as in the neutral molecule, would add a coupling that this Hamiltonian lacks.

At 0.1 K the thermal energy is 8.62 μeV, comparable with the nuclear spacings but far below \(D\). For nuclei in equilibrium within \(m_J=+6\) at zero field, the populations of \(m=-3/2,-1/2,1/2,3/2\) are 0.73, 0.22, 0.05 and 0.01. If the molecules have first been magnetized into \(m_J=+6\), the four crossings therefore have very unequal numbers of molecules available to tunnel. In full equilibrium at zero field both orientations are equally occupied, and the shares of \(m=-3/2,-1/2,1/2,3/2\) are instead 0.37, 0.13, 0.13 and 0.37. In this model, with \(\eta\) no larger than about 0.1, the fields remain equally spaced to within about a microtesla. The numerical output lists the values used here.

## Calculated quantities

```
hyperfine constant A = 2.15 micro-eV
quadrupole constant P = 1.20 micro-eV
nuclear g factor gN = 1.34
ligand field B20, B40, B44 = -5.00e-04, -3.40e-06, 1.50e-07 eV
Lande factor gJ = 1.5000; Bohr magneton = 57.8838 micro-eV/T
A = 7.9011e-08 hartree; atomic field unit = 2.35052e+05 T
spacing = 1.0535e-07 atomic units = 24.762 mT
m = +1.5: doublet field = -37.143 mT, crossing energy P(m^2-5/4) = +1.20 micro-eV
  52-state field at P=0: -37.144165 mT, at P: -37.144165 mT
m = +0.5: doublet field = -12.381 mT, crossing energy P(m^2-5/4) = -1.20 micro-eV
  52-state field at P=0: -12.381388 mT, at P: -12.381388 mT
m = -0.5: doublet field = +12.381 mT, crossing energy P(m^2-5/4) = -1.20 micro-eV
  52-state field at P=0: +12.381388 mT, at P: +12.381388 mT
m = -1.5: doublet field = +37.143 mT, crossing energy P(m^2-5/4) = +1.20 micro-eV
  52-state field at P=0: +37.144165 mT, at P: +37.144165 mT
52-state crossing-height difference, m=3/2 minus 1/2 = 2.4026 micro-eV
nuclear spacings 6A-2P, 6A, 6A+2P = 10.50, 12.90, 15.30 micro-eV
number of the 16 crossings moved by P = 8
contrast m=3/2, m'=1/2: field at P=0 -24.764 mT, at P -27.068 mT
first excited doublet above ground D = 50.16 meV
mJ=2 above ground = 65.95 meV
V1 = 40.05 micro-eV, V2 = 126.00 micro-eV
tunnel gap, third-order formula = 9.2917e-11 eV
tunnel gap, 52-state model, m=3/2 = 9.2917e-11 eV
gap divided by 12 gJ muB = 0.0892 micro-T
m = 1.5: transverse hyperfine shift, formula -0.7960, 52-state -0.7959 micro-T
  P-dependent remainder = -0.0381 nano-T
  rhombic shift at eta=0.1 = -0.3602 micro-T
  field at 5 degree tilt = -37.286 mT
m = 0.5: transverse hyperfine shift, formula -0.2653, 52-state -0.2653 micro-T
  P-dependent remainder = -0.0381 nano-T
  rhombic shift at eta=0.1 = -0.3602 micro-T
  field at 5 degree tilt = -12.429 mT
gJ with free-electron g = 1.50116; spacing then = 24.743 mT
neighbour dipole field at 10 angstrom = 16.69 mT, at 30 angstrom = 0.618 mT
thermal energy at 0.1 K = 8.617 micro-eV
zero-field populations in mJ=+6, m=3/2,1/2,-1/2,-3/2 = 0.0082, 0.0482, 0.2153, 0.7283
```
